**Sternheimer loop against Dyson equation for four electrons in a harmonic well**

The program tests that the fixed point of $V_1=V_1^{ext}+Kn_1$, with $n_1$ from Sternheimer solves, is $n_1=\chi V_1^{ext}$ with $\chi=\chi_0+\chi_0K\chi$. Here $\chi_0$ and $\chi$ are the bare and screened density responses, $V_1^{ext}$ and $V_1$ the external and total first-order potentials, $n_1$ the first-order density, and $K=v+f_x$ the repulsion plus the local exchange kernel. It asserts that $\chi$ built from converged loops for unit potentials at all grid points agrees with the Dyson solution from an explicit sum over states; the largest difference is $1.2\times10^{-14}$ of the largest element of $\chi$. It also asserts agreement with finite differences of self-consistent densities, and checks the exchange potential and kernel against numerical derivatives of the gas exchange energy. Measured error factors per pass are asserted to follow the eigenvalues of $\chi_0K$: the lowest is −3.5427, so the unmixed loop diverges, while linear mixing below 0.4403 converges. For a uniform force, the loop and the Dyson equation both give the rigid-shift polarizability $N/k$ = 0.800000 $e^2$Å$^2$/eV, against 3.079326 for the bare response. Leaving $f_x$ out of the kernel gives 0.573489 $e^2$Å$^2$/eV.

## Numerical verification

```python
# Result under test: the fixed point of the Sternheimer loop
#     V1 = V1ext + K n1,   n1 = (Sternheimer response to V1),   K = v + fx
# is n1 = chi V1ext, where chi = chi0 + chi0 K chi.
# Model: four electrons in a 1D harmonic well, soft-Coulomb repulsion v,
# local-density exchange of the 1D gas with the same repulsion.
# Symbols: chi0, chi = bare and screened density response; V1ext, V1 = external
# and total first-order potential; n1 = first-order density; fx = exchange kernel.
# Algebra is in atomic units. Response matrices include the grid weight, so
# a density vector equals a response matrix times a potential vector.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, lu_factor, lu_solve
from scipy.special import iti0k0, k0

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_A = physical_constants["Bohr radius"][0] * 1e10

# ---------------------------------------------------------------- model input
n_electrons = 4
n_occ = n_electrons // 2
spring_eV_A2 = 5.0
softening_A = 0.5
spacing_A = 0.125
half_points = 56

spring = spring_eV_A2 / HARTREE_EV * BOHR_A**2
soft = softening_A / BOHR_A
dx = spacing_A / BOHR_A
index = np.arange(-half_points, half_points + 1)
x = dx * index
size = len(x)
identity = np.eye(size)

# Sinc-basis kinetic energy and first-derivative matrices
diff = index[:, None] - index[None, :]
safe_diff = diff + identity
sign = np.where(diff % 2 == 0, 1.0, -1.0)
kinetic = np.where(diff == 0, np.pi**2 / 6, sign / safe_diff**2) / dx**2
derivative = np.where(diff == 0, 0.0, sign / safe_diff) / dx
coulomb = 1 / np.sqrt((x[:, None] - x[None, :])**2 + soft**2)
well = 0.5 * spring * x**2


def exchange_potential(n):
    return -iti0k0(np.pi * soft * np.maximum(n, 1e-30))[1] / (np.pi * soft)


def exchange_kernel(n):
    return -k0(np.pi * soft * np.maximum(n, 1e-30))


def gas_exchange_energy(n):
    """Exchange energy per length of the uniform gas, from its density matrix."""
    du = 0.02
    u = du * np.arange(100001)
    f = np.sinc(n * u / 2)**2 / np.sqrt(u**2 + soft**2)
    return -0.5 * n**2 * du * (f.sum() - 0.5 * f[0])


# Exchange potential and kernel against derivatives of the gas energy
n_test, dn = 0.5, 0.01
e_minus, e_zero, e_plus = [gas_exchange_energy(n_test + s * dn)
                           for s in (-1, 0, 1)]
vx_numeric = (e_plus - e_minus) / (2 * dn)
fx_numeric = (e_plus - 2 * e_zero + e_minus) / dn**2
assert abs(vx_numeric / exchange_potential(n_test) - 1) < 1e-3
assert abs(fx_numeric / exchange_kernel(n_test) - 1) < 1e-3


# --------------------------------------------------------------- ground state
def hamiltonian(n, extra):
    return kinetic + np.diag(well + extra + dx * coulomb @ n
                             + exchange_potential(n))


def density_of(h_matrix):
    c = eigh(h_matrix, subset_by_index=[0, n_occ - 1])[1]
    return 2 * np.sum(c**2, axis=1) / dx


def self_consistent_density(extra, n):
    for _ in range(2000):
        change = density_of(hamiltonian(n, extra)) - n
        if np.max(np.abs(change)) < 3e-11:
            return n + change
        n = n + 0.15 * change
    raise AssertionError("ground state did not converge")


guess = np.exp(-0.5 * (x * BOHR_A / 1.5)**2)
guess *= n_electrons / (dx * guess.sum())
n0 = self_consistent_density(0 * x, guess)
h0 = hamiltonian(n0, 0 * x)
energy, orbital = eigh(h0)
occupied = orbital[:, :n_occ]
gap = energy[n_occ] - energy[n_occ - 1]
assert gap > 0

# ------------------------------------- explicit sum over states, Dyson solution
pairs = [2 * orbital[:, i] * orbital[:, a] / np.sqrt(dx * (energy[a] - energy[i]))
         for i in range(n_occ) for a in range(n_occ, size)]
pair_matrix = np.array(pairs).T
chi0 = -pair_matrix @ pair_matrix.T
hartree_kernel = dx * coulomb
kernel = hartree_kernel + np.diag(exchange_kernel(n0))
chi_dyson = np.linalg.solve(identity - chi0 @ kernel, chi0)
modes = np.linalg.eigvalsh(-pair_matrix.T @ kernel @ pair_matrix)
lam_min, lam_max = modes[0], modes[-1]
assert lam_max < 1
radius = max(abs(lam_min), abs(lam_max))
mix_limit = 2 / (1 - lam_min)
mix_best = 2 / (2 - lam_min - lam_max)


# ------------------------------------------------- Sternheimer solves and loop
def factorize(shift):
    projector = occupied @ occupied.T
    return [lu_factor(h0 + shift * projector - energy[i] * identity)
            for i in range(n_occ)]


def sternheimer_density(potential, factors):
    n1 = np.zeros_like(potential)
    for i in range(n_occ):
        psi = occupied[:, i:i + 1]
        rhs = -potential * psi
        rhs = rhs - occupied @ (occupied.T @ rhs)
        n1 += 4 * psi * lu_solve(factors[i], rhs) / dx
    return n1


band_width = energy[n_occ - 1] - energy[0]
factors = factorize(band_width + 1.0)


def response_loop(v_ext, mixing, passes):
    """Densities of successive passes; mixing = 1 is the unmixed loop."""
    v1 = v_ext.copy()
    history = []
    for _ in range(passes):
        n1 = sternheimer_density(v1, factors)
        history.append(n1)
        v1 = (1 - mixing) * v1 + mixing * (v_ext + kernel @ n1)
    return history


def relative_error(value, reference):
    return np.max(np.abs(value - reference)) / np.max(np.abs(reference))


# An off-centre bump of height 1 eV: a perturbation without symmetry
bump = np.exp(-0.5 * ((x * BOHR_A - 1.0) / 0.8)**2)[:, None] / HARTREE_EV
strength = 0.01
step = strength * bump[:, 0]

# One Sternheimer pass: finite difference at fixed mean field, shift, chi0
bare_fd = (density_of(h0 + np.diag(step))
           - density_of(h0 - np.diag(step))) / (2 * strength)
bare_bump = sternheimer_density(bump, factors)
assert relative_error(bare_bump[:, 0], bare_fd) < 1e-4
other_shift = sternheimer_density(bump, factorize(band_width + 3.0))
assert relative_error(other_shift, bare_bump) < 1e-9
assert relative_error(sternheimer_density(identity, factors), chi0) < 1e-8

# Full operator: one converged loop for a unit potential at every grid point
chi_loop = response_loop(identity, mix_best, 250)[-1]
operator_error = relative_error(chi_loop, chi_dyson)
dyson_residual = relative_error(chi0 + chi0 @ kernel @ chi_loop, chi_loop)
assert operator_error < 1e-8
assert dyson_residual < 1e-8

# Screened response against differences of full self-consistent densities
full_fd = (self_consistent_density(step, n0)
           - self_consistent_density(-step, n0)) / (2 * strength)
screened_bump = chi_dyson @ bump
fd_error = relative_error((chi_loop @ bump)[:, 0], full_fd)
assert fd_error < 1e-4

# Unmixed passes are partial sums of the geometric series
term = chi0 @ bump
partial_sum = term.copy()
for _ in range(3):
    term = chi0 @ (kernel @ term)
    partial_sum = partial_sum + term
assert relative_error(response_loop(bump, 1.0, 4)[-1], partial_sum) < 1e-8


# Error factor per pass, measured in the loop, against the eigenvalues
def measured_factor(mixing, passes):
    history = response_loop(bump, mixing, passes)
    last = np.linalg.norm(history[-1] - screened_bump)
    previous = np.linalg.norm(history[-2] - screened_bump)
    return last / previous


def predicted_factor(mixing):
    return max(abs(1 - mixing * (1 - lam_min)), abs(1 - mixing * (1 - lam_max)))


factor_plain = measured_factor(1.0, 40)
factor_below = measured_factor(0.95 * mix_limit, 150)
factor_above = measured_factor(1.05 * mix_limit, 150)
assert abs(factor_plain / radius - 1) < 0.02
assert abs(factor_below / predicted_factor(0.95 * mix_limit) - 1) < 0.01
assert abs(factor_above / predicted_factor(1.05 * mix_limit) - 1) < 0.01
assert factor_below < 1 < factor_above

# ------------------------------------------- uniform force and polarizability
to_eV_A = BOHR_A**2 / HARTREE_EV
force_potential = -x[:, None]


def polarizability(n1):
    return dx * float(x @ n1[:, 0])


plain_history = response_loop(force_potential, 1.0, 5)
mixed_history = response_loop(force_potential, mix_best, 250)
n1_force = mixed_history[-1]
alpha_bare = polarizability(chi0 @ force_potential)
alpha_loop = polarizability(n1_force)
alpha_dyson = polarizability(chi_dyson @ force_potential)
alpha_rigid = n_electrons / spring
chi_hartree = np.linalg.solve(identity - chi0 @ hartree_kernel, chi0)
alpha_hartree = polarizability(chi_hartree @ force_potential)
rigid_shift = -(derivative @ n0) / spring
shift_error = relative_error(n1_force[:, 0], rigid_shift)
assert abs(alpha_loop / alpha_rigid - 1) < 1e-6
assert abs(alpha_dyson / alpha_rigid - 1) < 1e-6
assert shift_error < 1e-5
assert abs(alpha_bare / alpha_rigid - 1) > 1e-2
assert abs(alpha_hartree / alpha_rigid - 1) > 1e-3

v1_force = force_potential + kernel @ n1_force
at_one = half_points + int(round(1.0 / spacing_A))
potential_ratio = v1_force[at_one, 0] / force_potential[at_one, 0]

# --------------------------------------------------------------------- output
unit = "e^2 angstrom^2/eV"
print(f"electrons: {n_electrons}")
print(f"force constant: {spring_eV_A2:.1f} eV/angstrom^2")
print(f"softening length: {softening_A:.2f} angstrom")
print(f"grid: {size} points, spacing {spacing_A:.3f} angstrom")
for level in range(n_occ + 1):
    print(f"Kohn-Sham level {level + 1}: {energy[level] * HARTREE_EV:.4f} eV")
print(f"Kohn-Sham gap: {gap * HARTREE_EV:.4f} eV")
print(f"density at centre: {n0[half_points] / BOHR_A:.4f} 1/angstrom")
print(f"lowest eigenvalue of chi0 K: {modes[0]:.4f} (no unit)")
print(f"second lowest eigenvalue of chi0 K: {modes[1]:.4f} (no unit)")
print(f"highest eigenvalue of chi0 K: {lam_max:.4f} (no unit)")
print(f"largest stable mixing: {mix_limit:.4f} (no unit)")
print(f"best fixed mixing: {mix_best:.4f} (no unit)")
print(f"error factor per pass at best mixing, predicted: "
      f"{predicted_factor(mix_best):.4f}")
print(f"error factor per pass, unmixed, measured: {factor_plain:.4f}")
print(f"error factor at 0.95 of limit, measured: {factor_below:.4f}")
print(f"error factor at 1.05 of limit, measured: {factor_above:.4f}")
for m, n1 in enumerate(plain_history, 1):
    print(f"unmixed loop, pass {m}: alpha = "
          f"{polarizability(n1) * to_eV_A:.4f} {unit}")
for m in (1, 2, 3, 5, 10, 20, 40):
    print(f"best mixing, pass {m}: alpha = "
          f"{polarizability(mixed_history[m - 1]) * to_eV_A:.6f} {unit}")
print(f"alpha, bare chi0: {alpha_bare * to_eV_A:.6f} {unit}")
print(f"alpha, Dyson with v only: {alpha_hartree * to_eV_A:.6f} {unit}")
print(f"alpha, converged loop: {alpha_loop * to_eV_A:.6f} {unit}")
print(f"alpha, Dyson with v + fx: {alpha_dyson * to_eV_A:.6f} {unit}")
print(f"alpha, rigid shift N/k: {alpha_rigid * to_eV_A:.6f} {unit}")
print(f"alpha, converged loop, converted: {alpha_loop:.4f} atomic units")
print(f"screened/bare alpha: {alpha_loop / alpha_bare:.4f} (no unit)")
print(f"V1/V1ext at 1 angstrom, uniform force: {potential_ratio:.4f} (no unit)")
print(f"relative difference of chi, loop and Dyson: {operator_error:.1e}")
print(f"relative residual of Dyson equation for loop chi: {dyson_residual:.1e}")
print(f"relative difference, loop and finite difference: {fd_error:.1e}")
print(f"relative difference, n1 and rigid shift: {shift_error:.1e}")
print("no test failed")
```

It prints:

```
electrons: 4
force constant: 5.0 eV/angstrom^2
softening length: 0.50 angstrom
grid: 113 points, spacing 0.125 angstrom
Kohn-Sham level 1: 40.5777 eV
Kohn-Sham level 2: 43.3522 eV
Kohn-Sham level 3: 46.4615 eV
Kohn-Sham gap: 3.1093 eV
density at centre: 0.6927 1/angstrom
lowest eigenvalue of chi0 K: -3.5427 (no unit)
second lowest eigenvalue of chi0 K: -1.9003 (no unit)
highest eigenvalue of chi0 K: 0.1043 (no unit)
largest stable mixing: 0.4403 (no unit)
best fixed mixing: 0.3678 (no unit)
error factor per pass at best mixing, predicted: 0.6706
error factor per pass, unmixed, measured: 3.5427
error factor at 0.95 of limit, measured: 0.9000
error factor at 1.05 of limit, measured: 1.1000
unmixed loop, pass 1: alpha = 3.0793 e^2 angstrom^2/eV
unmixed loop, pass 2: alpha = -7.2406 e^2 angstrom^2/eV
unmixed loop, pass 3: alpha = 29.2516 e^2 angstrom^2/eV
unmixed loop, pass 4: alpha = -99.9739 e^2 angstrom^2/eV
unmixed loop, pass 5: alpha = 357.7984 e^2 angstrom^2/eV
best mixing, pass 1: alpha = 3.079326 e^2 angstrom^2/eV
best mixing, pass 2: alpha = -0.715869 e^2 angstrom^2/eV
best mixing, pass 3: alpha = 1.819961 e^2 angstrom^2/eV
best mixing, pass 5: alpha = 1.257953 e^2 angstrom^2/eV
best mixing, pass 10: alpha = 0.737721 e^2 angstrom^2/eV
best mixing, pass 20: alpha = 0.798854 e^2 angstrom^2/eV
best mixing, pass 40: alpha = 0.800000 e^2 angstrom^2/eV
alpha, bare chi0: 3.079326 e^2 angstrom^2/eV
alpha, Dyson with v only: 0.573489 e^2 angstrom^2/eV
alpha, converged loop: 0.800000 e^2 angstrom^2/eV
alpha, Dyson with v + fx: 0.800000 e^2 angstrom^2/eV
alpha, rigid shift N/k: 0.800000 e^2 angstrom^2/eV
alpha, converged loop, converted: 77.7389 atomic units
screened/bare alpha: 0.2598 (no unit)
V1/V1ext at 1 angstrom, uniform force: 0.3408 (no unit)
relative difference of chi, loop and Dyson: 1.2e-14
relative residual of Dyson equation for loop chi: 2.9e-14
relative difference, loop and finite difference: 2.6e-08
relative difference, n1 and rigid shift: 1.5e-09
no test failed
```
